# Special Quasirandom Cells: Exact Pairs and the Higher-Order Errors They Leave: verification in Python

```python
"""Special quasirandom structures (SQS) on the fcc cation sublattice of zincblende.

Result under test: at composition x = 1/2 an 8-cation cell can match the first two
pair shells of the random alloy exactly, but exact nearest-neighbour pairs force an
error in the triplet or quadruplet correlation of the cation tetrahedra.
Symbols: spin +1 = B atom, -1 = A atom; Pi = mean product of spins over a figure;
k = number of B atoms on a tetrahedron; n_k = number of such tetrahedra per cell;
eps_k = model energy of an anion with k B neighbours (meV).
Lattice vectors are integer triples in the primitive fcc basis.
"""
import itertools
from math import comb
import numpy as np

PRIMITIVE = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])   # units of a/2
N = 8
grid = np.array(list(itertools.product(range(-4, 5), repeat=3)))
length2 = ((grid @ PRIMITIVE) ** 2).sum(axis=1)
shells = [grid[length2 == d] for d in (2, 4, 6, 8, 10, 12)]
assert [len(s) for s in shells] == [12, 6, 24, 12, 24, 8]
UP = np.array([[0, 0, 0], [1, 0, 0], [0, 1, 0], [0, 0, 1]])  # around an anion
DOWN = -UP                                                # around an empty site
binomial = np.array([comb(4, k) for k in range(5)])


def site_index(vectors, H):
    """Index of the cell site equivalent to each vector; rows of H span the cell."""
    n = np.array(vectors)
    for r in range(3):
        n = n - (n[..., r] // H[r, r])[..., None] * H[r]
    return (n[..., 0] * H[1, 1] + n[..., 1]) * H[2, 2] + n[..., 2]


def cell_sites(H):
    return np.array(list(itertools.product(*[range(H[r, r]) for r in range(3)])))


def neighbour_table(vectors, H):
    return site_index(cell_sites(H)[:, None, :] + vectors[None, :, :], H)


def pair_correlation(spins, table):
    return (spins[:, :, None] * spins[:, table]).mean(axis=(1, 2))


def tetrahedra(spins, table):
    """Histogram n_k by counting, and Pi_1..Pi_4 by multiplying spins."""
    t = spins[:, table]
    k = (t == 1).sum(axis=2)
    histogram = (k[:, :, None] == np.arange(5)).sum(axis=1)
    correlations = []
    for r in range(1, 5):
        total = sum(t[:, :, list(c)].prod(axis=2).sum(axis=1)
                    for c in itertools.combinations(range(4), r))
        correlations.append(total / (comb(4, r) * t.shape[1]))
    return histogram, np.array(correlations).T


# Elementary symmetric sums e_r(k) of four spins with k of them equal to +1
symmetric = np.array([[sum(np.prod(c) for c in itertools.combinations(
    [1] * k + [-1] * (4 - k), r)) for k in range(5)] for r in range(1, 5)])

# Random reference: independent sites on a large periodic crystal at x = 1/4
rng = np.random.default_rng(7)
crystal = np.where(rng.random((40, 40, 40)) < 0.25, 1, -1)
corners = [crystal] + [np.roll(crystal, -1, axis=ax) for ax in range(3)]
sampled = [np.mean(np.prod(corners[:r], axis=0)) for r in range(1, 5)]
assert np.allclose(sampled, [(-0.5) ** r for r in range(1, 5)], atol=0.025)

# All superlattices of index 8 and all occupations
cells = []
for a, d, f in itertools.product((1, 2, 4, 8), repeat=3):
    if a * d * f == N:
        for b, c, e in itertools.product(range(d), range(f), range(f)):
            cells.append(np.array([[a, b, c], [0, d, e], [0, 0, f]]))
spins = np.array(list(itertools.product((-1, 1), repeat=N)))
balanced = spins.sum(axis=1) == 0
pairs, hist_up, corr_up, hist_down, corr_down = [], [], [], [], []
for H in cells:
    pairs.append(np.array([pair_correlation(spins, neighbour_table(s, H))
                           for s in shells]).T)
    h, c = tetrahedra(spins, neighbour_table(UP, H))
    hist_up.append(h)
    corr_up.append(c)
    h, c = tetrahedra(spins, neighbour_table(DOWN, H))
    hist_down.append(h)
    corr_down.append(c)
pairs, hist_up, corr_up, hist_down, corr_down = map(
    np.array, (pairs, hist_up, corr_up, hist_down, corr_down))

# Counted environments against the correlation formula, at every composition
from_correlations = N * binomial / 16 * (1 + corr_up @ symmetric)
assert np.allclose(hist_up, from_correlations, atol=1e-10)
assert np.allclose(corr_up[:, :, 1], pairs[:, :, 0], atol=1e-12)

# Integer obstruction: histograms allowed by balance and exact neighbour pairs
allowed = {h for h in itertools.product(range(N + 1), repeat=5)
           if sum(h) == N and sum(k * h[k] for k in range(5)) == 2 * N
           and sum((k - 2) ** 2 * h[k] for k in range(5)) == N}
nn_exact = balanced[None, :] & (pairs[:, :, 0] == 0)
assert {tuple(int(v) for v in h) for h in hist_up[nn_exact]} == allowed
assert {tuple(int(v) for v in h) for h in hist_down[nn_exact]} == allowed
assert allowed == {(0, 4, 0, 4, 0), (0, 3, 3, 1, 1),
                   (1, 1, 3, 3, 0), (1, 0, 6, 0, 1)}
distance = 0.5 * np.abs(hist_up / N - binomial / 16).sum(axis=2)
assert abs(distance[nn_exact].min() - 3 / 16) < 1e-12

# Choice of the SQS
matched = np.cumprod(pairs == 0, axis=2).sum(axis=2)
candidates = np.argwhere(balanced[None, :] & (matched >= 2)
                         & (corr_up[:, :, 3] == 0))
assert len(candidates) > 0


def merit(index):
    i, j = index
    return (tuple(np.round(np.abs(pairs[i, j, 2:]), 12)),
            abs(corr_down[i, j, 3]), -corr_up[i, j, 2])


ci, si = min(candidates, key=merit)
H, sqs = cells[ci], spins[si]
triplet, quad = corr_up[ci, si, 2], corr_up[ci, si, 3]
assert abs(abs(triplet) - 0.25) < 1e-12 and quad == 0

# Bias of random filling at fixed composition in the chosen cell
nn_table = neighbour_table(shells[0], H)
self_fraction = np.mean(nn_table == np.arange(N)[:, None])
filling = pairs[ci, balanced, 0]
bias = self_fraction - (1 - self_fraction) / (N - 1)
assert abs(filling.mean() - bias) < 1e-12

# A distant symmetry orbit consists only of cell translations
far = pair_correlation(sqs[None, :], neighbour_table(N * shells[0], H))[0]
assert far == 1

# Energies: direct average over environments against the correlation formula
eps = np.array([0, 36, 44, 24, 0])
quadratic = np.array([10 * k * (4 - k) for k in range(5)])
random_energy = binomial @ eps / 16
g3, g4 = [(binomial * symmetric[r] * eps).sum() / 16 for r in (2, 3)]
direct = hist_up[nn_exact] @ eps / N
predicted = random_energy + corr_up[nn_exact][:, 2:] @ np.array([g3, g4])
assert np.allclose(direct, predicted, atol=1e-10)
assert np.allclose(hist_up[nn_exact] @ quadratic / N,
                   binomial @ quadratic / 16, atol=1e-10)
sqs_energy = hist_up[ci, si] @ eps / N

# Partner with A and B exchanged
partner_hist = tetrahedra(-sqs[None, :], neighbour_table(UP, H))[0][0]
assert np.array_equal(hist_up[ci, si] + partner_hist, binomial)
partner_energy = partner_hist @ eps / N

# 16-site cell: primitive steps advance 1, 2, 3 places along a cyclic word
word = "0000100110101111"
cyclic = np.array([[2 * int(ch) - 1 for ch in word]])
places = np.array([1, 2, 3])


def cyclic_table(vectors):
    return (np.arange(16)[:, None] + (vectors @ places)[None, :]) % 16


hist16, corr16 = tetrahedra(cyclic, cyclic_table(UP))
pairs16 = [pair_correlation(cyclic, cyclic_table(s))[0] for s in shells]
assert np.array_equal(hist16[0], binomial) and np.all(corr16 == 0)
assert pairs16[0] == 0 and abs(pairs16[1]) > 0.01

# Short cell vectors for display
inside = grid[(site_index(grid, H) == 0) & (length2 > 0)]
inside = inside[np.argsort(((inside @ PRIMITIVE) ** 2).sum(axis=1), kind="stable")]
basis = next((np.array(v) for v in itertools.combinations(inside, 3)
              if round(abs(np.linalg.det(np.array(v)))) == N), H)


def show(v):
    return "(" + ", ".join(f"{float(c):.1f}" for c in v) + ")"


print("index-8 superlattices:", len(cells))
print("balanced structures enumerated:", len(cells) * int(balanced.sum()))
for m in range(1, 7):
    print(f"  with first {m} pair shells exact:",
          int((matched[:, balanced] >= m).sum()))
print("candidates: 2 shells exact, quadruplet 0:", len(candidates))
print("chosen cell vectors (units of a):")
for v in basis @ PRIMITIVE / 2:
    print("  ", show(v))
print("B sites (units of a); the other 4 sites are A:")
for v in (cell_sites(H) @ PRIMITIVE / 2)[sqs == 1]:
    print("  ", show(v))
print("A sites (units of a):")
for v in (cell_sites(H) @ PRIMITIVE / 2)[sqs == -1]:
    print("  ", show(v))
for m in range(6):
    print(f"SQS pair correlation, shell {m + 1}: {pairs[ci, si, m]:.4f}")
print(f"anion tetrahedra: triplet {triplet:.4f}, quadruplet {quad:.4f}")
print(f"empty tetrahedra: triplet {corr_down[ci, si, 2]:.4f}, "
      f"quadruplet {corr_down[ci, si, 3]:.4f}")
print(f"pair correlation of orbit 8 x nearest neighbour: {far:.4f}")
print(f"random filling of this cell, shell 1: mean {filling.mean():.4f}, "
      f"rms {np.sqrt((filling ** 2).mean()):.4f}")
print(f"  fraction of shell 1 that is cell translations: {self_fraction:.4f}")
print("SQS n_0..n_4:", hist_up[ci, si].tolist(), " partner:", partner_hist.tolist())
print("random target n_0..n_4:", (N * binomial / 16).tolist())
print("model eps_0..eps_4 (meV per anion):", eps.tolist())
print(f"g3 = {g3:.3f} meV, g4 = {g4:.3f} meV")
print(f"random mean energy: {random_energy:.3f} meV per anion")
print(f"SQS energy: {sqs_energy:.3f}, error {sqs_energy - random_energy:.3f} "
      "meV per anion")
print(f"partner energy: {partner_energy:.3f}, two-cell mean "
      f"{(sqs_energy + partner_energy) / 2:.3f} meV per anion")
print(f"quadratic control: SQS {hist_up[ci, si] @ quadratic / N:.3f}, random "
      f"{binomial @ quadratic / 16:.3f} meV per anion")
print("allowed n_0..n_4 | triplet | quadruplet | distance | energy (meV per anion)")
for h in sorted(allowed):
    i, j = np.argwhere(nn_exact & (hist_up == np.array(h)).all(axis=2))[0]
    print(f"  {h} | {corr_up[i, j, 2]:.2f} | {corr_up[i, j, 3]:.2f} | "
          f"{distance[i, j]:.4f} | {np.array(h) @ eps / N:.3f}")
print(f"least distance, balanced, pairs free: {distance[:, balanced].min():.4f}")
print("16-site cyclic word:", word, " n_0..n_4:", hist16[0].tolist())
print("16-site pair correlations, shells 1-3:",
      ", ".join(f"{p:.4f}" for p in pairs16[:3]))
print("checks complete")
```

Running it gives:

```
index-8 superlattices: 155
balanced structures enumerated: 10850
  with first 1 pair shells exact: 2376
  with first 2 pair shells exact: 1344
  with first 3 pair shells exact: 0
  with first 4 pair shells exact: 0
  with first 5 pair shells exact: 0
  with first 6 pair shells exact: 0
candidates: 2 shells exact, quadruplet 0: 1344
chosen cell vectors (units of a):
   (0.0, -0.5, -0.5)
   (0.5, 0.5, -1.0)
   (2.0, -1.0, 1.0)
B sites (units of a); the other 4 sites are A:
   (1.0, 1.0, 0.0)
   (2.5, 2.5, 0.0)
   (3.0, 3.0, 0.0)
   (3.5, 3.5, 0.0)
A sites (units of a):
   (0.0, 0.0, 0.0)
   (0.5, 0.5, 0.0)
   (1.5, 1.5, 0.0)
   (2.0, 2.0, 0.0)
SQS pair correlation, shell 1: 0.0000
SQS pair correlation, shell 2: 0.0000
SQS pair correlation, shell 3: 0.0417
SQS pair correlation, shell 4: -0.0833
SQS pair correlation, shell 5: 0.0833
SQS pair correlation, shell 6: 0.0000
anion tetrahedra: triplet 0.2500, quadruplet 0.0000
empty tetrahedra: triplet 0.2500, quadruplet 0.0000
pair correlation of orbit 8 x nearest neighbour: 1.0000
random filling of this cell, shell 1: mean 0.0476, rms 0.1737
  fraction of shell 1 that is cell translations: 0.1667
SQS n_0..n_4: [0, 3, 3, 1, 1]  partner: [1, 1, 3, 3, 0]
random target n_0..n_4: [0.5, 2.0, 3.0, 2.0, 0.5]
model eps_0..eps_4 (meV per anion): [0, 36, 44, 24, 0]
g3 = 6.000 meV, g4 = 1.500 meV
random mean energy: 31.500 meV per anion
SQS energy: 33.000, error 1.500 meV per anion
partner energy: 30.000, two-cell mean 31.500 meV per anion
quadratic control: SQS 30.000, random 30.000 meV per anion
allowed n_0..n_4 | triplet | quadruplet | distance | energy (meV per anion)
  (0, 3, 3, 1, 1) | 0.25 | 0.00 | 0.1875 | 33.000
  (0, 4, 0, 4, 0) | 0.00 | -1.00 | 0.5000 | 30.000
  (1, 0, 6, 0, 1) | 0.00 | 1.00 | 0.5000 | 33.000
  (1, 1, 3, 3, 0) | -0.25 | 0.00 | 0.1875 | 30.000
least distance, balanced, pairs free: 0.1250
16-site cyclic word: 0000100110101111  n_0..n_4: [1, 4, 6, 4, 1]
16-site pair correlations, shells 1-3: 0.0000, 0.2500, 0.1250
checks complete
```
